# Young's balance and the start of film growth: layers or islands

## Part 1. From a flat patch to a compact island

Take 1000 nm³ of a material B and put it on a flat substrate of a material A. Spread out as a square patch one atomic layer thick, the deposit has a surface free energy 23180 eV above that of the bare substrate. Gathered into a suitable spherical cap, the same volume costs only 2926 eV. Now exchange the materials and spread 1000 nm³ of A in one layer on B. The energy is 7016 eV *below* that of the bare substrate. The contact between A and B is the same in both cases. Why does one deposit gain by spreading and the other by gathering?

### The simplest case: a flat patch

Three free energies per unit area enter:

- $\gamma_s$ for the bare substrate surface,
- $\gamma_f$ for the free surface of the film,
- $\gamma_i$ for the interface between film and substrate.

Each is the reversible work needed to create unit area, under the temperature and gas that the surface actually meets. I compare shapes of equal volume, so the bulk free energy of the deposit is the same for all of them and drops out. The zero of energy is the bare substrate. The substrate is flat and rigid, the film is unstrained, the materials do not mix, and the three energies do not depend on film thickness.

A patch of area $A$ hides an area $A$ of bare substrate and creates the same area of film surface and of interface. Apart from its edges, it changes the free energy by

$$
\Delta F=(\gamma_f+\gamma_i-\gamma_s)A=-SA,\qquad S=\gamma_s-\gamma_f-\gamma_i .
$$

The quantity $S$ is the energy gained per unit area covered. A positive $S$ favours covering the substrate.

The model parameters are $\gamma_A=1.2$, $\gamma_B=1.8$ and $\gamma_i=0.3$ J/m². For the two orders,

$$
\begin{aligned}
S(\text{B on A})&=1.2-1.8-0.3=-0.9\ \text{J/m}^2,\\
S(\text{A on B})&=1.8-1.2-0.3=+0.3\ \text{J/m}^2 .
\end{aligned}
$$

With a layer height $d=0.25$ nm, the patch has area $1000/0.25=4000$ nm² and side $L=63.25$ nm. An energy of 1 J/m² acting over 1 nm² is $10^{-18}$ J, or 6.24 eV. The faces of the B patch therefore cost $0.9\times4000=3600$ in units of $10^{-18}$ J, which is 22469 eV. Its four edge walls have total area $4Ld$. If they carry the energy $\gamma_f$ of the top surface, they add $4\times1.8\times63.25\times0.25\approx114$ in the same units, or 711 eV. The sum is the 23180 eV quoted above.

For A on B the faces give $-0.3\times4000=-1200$, or $-7490$ eV, and the edges give $+474$ eV. The total is $-7016$ eV.

The face term grows as $L^2$ and the edge term as $L$. For a large patch of fixed thickness and nonzero $S$, the sign of the energy is therefore the sign of $-S$. This explains the negative energy of A on B. It does not yet say what B on A should do instead.

### Letting the edge move

Look closely at the edge of an island. The film surface meets the substrate along a contact line at an angle $\theta$, measured through the film. Consider unit length of this line. Close to it the film surface is nearly a plane, so I draw it as a straight segment. The segment starts at a point held at height $H$ above the substrate and ends at the contact line, a horizontal distance $x$ further out. If the surface overhangs, $x$ is negative.

The length of the segment is $\sqrt{x^2+H^2}$. Moving the line outward replaces bare substrate by interface. Up to a constant, the energy per unit length of line is

$$
E(x)=\gamma_f\sqrt{x^2+H^2}+(\gamma_i-\gamma_s)x .
$$

Differentiating, and using $\cos\theta=x/\sqrt{x^2+H^2}$, gives

$$
\frac{dE}{dx}=\gamma_f\frac{x}{\sqrt{x^2+H^2}}+\gamma_i-\gamma_s
=\gamma_f\cos\theta+\gamma_i-\gamma_s .
$$

The displacement $\delta x$ also adds a cross-section $H\delta x/2$ to the wedge, and this material must come from the rest of the island. The energy involved is of order $(\gamma_f/R)H\delta x$, where $R$ is the size of the island. It is smaller than the terms kept by the factor $H/R$, which vanishes when the wedge is chosen small compared with the island.

At equilibrium the derivative is zero:

$$
\gamma_s=\gamma_i+\gamma_f\cos\theta .
$$

This is Young's equation. It can be read as a balance of forces per unit length: $\gamma_s$ pulls the line outward, while $\gamma_i$ pulls it inward. The horizontal part of $\gamma_f$ pulls inward if $\theta<90^\circ$ and outward if $\theta>90^\circ$. For solids these forces must be understood as derivatives of free energy with respect to the position of the line. They are not surface stresses, which measure the work of stretching a surface that already exists.

The balance holds along the substrate only. The film surface also pulls upward with $\gamma_f\sin\theta$, and the rigid substrate carries that load. If substrate atoms can rearrange and form a ridge at the line, the assumption of a flat substrate fails and one equation no longer suffices.

It is convenient to define

$$
w=\frac{\gamma_s-\gamma_i}{\gamma_f},\qquad S=\gamma_f(w-1).
$$

The second relation follows by subtracting $\gamma_f$ from $\gamma_s-\gamma_i=\gamma_fw$. The derivative becomes $dE/dx=\gamma_f(\cos\theta-w)$, and three cases follow.

- If $-1<w<1$, it vanishes at $\cos\theta=w$. At a larger angle $\cos\theta<w$, so the derivative is negative and the line advances, which reduces the angle. At a smaller angle the line retreats. The balance is stable against this motion.
- If $w>1$, the derivative is negative at every angle. Even at $\theta=0$ it equals $-S<0$, so the line keeps advancing.
- If $w<-1$, the derivative is positive at every angle and the line keeps retreating.

The border $w=1$ is the condition $S=0$. The local force balance and the flat patch thus give the same criterion. But a local balance does not prove that the island has the lowest energy among islands of other angles. For that I need its whole energy.

### The whole island as a spherical cap

Let $\gamma_f$ be isotropic, and take the island to be part of a sphere of radius $R$. Write $c=\cos\theta$. With $t$ the polar angle from the vertical axis, the curved area is

$$
\int_0^\theta 2\pi R^2\sin t\,dt=2\pi R^2(1-c).
$$

The base is a disc of radius $R\sin\theta$ and area $\pi R^2(1-c^2)$. A horizontal slice at polar angle $t$ has area $\pi R^2\sin^2t$ and thickness $R\sin t\,dt$. With $u=\cos t$, the volume is

$$
\begin{aligned}
V&=\pi R^3\int_0^\theta\sin^3t\,dt=\pi R^3\int_c^1(1-u^2)\,du\\
&=\frac{\pi R^3}{3}(2-3c+c^3)=\frac{\pi R^3}{3}(1-c)^2(2+c).
\end{aligned}
$$

The last factorization is confirmed by multiplying out $(1-2c+c^2)(2+c)$.

The curved surface costs $\gamma_f$ per area. The base costs $\gamma_i-\gamma_s=-w\gamma_f$ per area. Hence

$$
\begin{aligned}
F&=2\pi R^2\gamma_f(1-c)-w\gamma_f\pi R^2(1-c^2)\\
&=\pi R^2\gamma_f(1-c)\,[2-w(1+c)] .
\end{aligned}
$$

The radius must change with the angle to keep $V$ fixed. The volume formula gives

$$
\pi R^2=\pi^{1/3}(3V)^{2/3}(1-c)^{-4/3}(2+c)^{-2/3}.
$$

Inserting this, and writing $K=\gamma_f\pi^{1/3}(3V)^{2/3}$ and $N=2-w(1+c)$, I find

$$
F(c)=K\,N\,(1-c)^{-1/3}(2+c)^{-2/3}.
$$

Now differentiate the product, with $dN/dc=-w$, and take out the lowest powers:

$$
\frac{dF}{dc}=\frac{K}{(1-c)^{4/3}(2+c)^{5/3}}
\left[-w(1-c)(2+c)+\frac N3(2+c)-\frac{2N}{3}(1-c)\right].
$$

The two terms with $N$ add up to $\frac N3(2+c-2+2c)=cN$. The bracket is therefore

$$
-w(2-c-c^2)+2c-wc-wc^2=2c-2w,
$$

because the terms in $wc$ and $wc^2$ cancel. The result is

$$
\frac{dF}{dc}=\frac{2K(c-w)}{(1-c)^{4/3}(2+c)^{5/3}} .
$$

For $-1<c<1$ everything except $c-w$ is positive. If $|w|<1$, the energy falls until $c=w$ and rises afterwards. Young's angle is thus the global minimum among caps of this volume, not merely a stationary point. If $w\ge1$, the energy falls all the way as the cap flattens. If $w\le-1$, it falls all the way towards $c=-1$.

### Testing the limits

At $c=w$ the factor $N$ becomes $2-w-w^2=(1-w)(2+w)$, so the minimum energy is

$$
F_*=K(1-w)^{2/3}(2+w)^{1/3}.
$$

As $w\to-1$ this tends to $2^{2/3}K=\gamma_f(36\pi)^{1/3}V^{2/3}$, the surface energy of a complete sphere. The contact has shrunk to a point, and nothing is gained by adhesion.

As $w\to1$ the minimum energy tends to zero and the cap becomes flat. For $w>1$, $N$ tends to the negative value $2(1-w)$ as $c\to1$, while $(1-c)^{-1/3}$ diverges. The continuum energy then falls without limit. Real atoms stop this fall, since a layer cannot be thinner than one atom.

For $|w|<1$ the island energy grows as $V^{2/3}$. A flat film of fixed thickness $t$ costs $-SV/t$, which grows as $V$. A large enough deposit therefore prefers the island. For very small deposits the comparison needs atomic layers, which Part 2 treats.

### The numbers for B on A

Here $w=(1.2-0.3)/1.8=0.5$, so the contact angle is 60°. The volume formula gives

$$
R=\left(\frac{3\times1000}{\pi\times0.5^2\times2.5}\right)^{1/3}\text{nm}=11.52\ \text{nm}.
$$

The height is $R(1-c)=5.76$ nm and the base radius is $R\sin\theta=9.97$ nm. The curved area is about 417 nm² and the base area is three quarters of that, about 313 nm². The energy is $1.8\times417-0.9\times313\approx469$ in units of $10^{-18}$ J, or 2926 eV. This is about one eighth of the cost of the one-layer patch.

The cap was an assumption. To remove it, I described an axisymmetric island by the distance $e^{g(\varphi)}$ of its surface from the centre of its base, with $\varphi$ the angle from the vertical axis. The function $g$ was a sum of seven Chebyshev polynomials in a variable linear in $\varphi^2$. Areas and volume were integrated by Gauss–Legendre quadrature, and $F/V^{2/3}$, which does not depend on size, was minimized by the BFGS method. At the edge the tangent gives $\cos\theta=g'/\sqrt{1+g'^2}$. No contact angle was imposed. The minimization returned 60.00° for $w=0.5$ and 107.46° for $w=-0.3$, which agree with $\arccos w$ to the digits shown.

## Part 2. Crystals, atoms and vapour

The energies per area are $\gamma_s$ for the substrate, $\gamma_f$ for the film surface and $\gamma_i$ for the interface. Part 1 gave

$$
S=\gamma_s-\gamma_f-\gamma_i=\gamma_f(w-1),\qquad w=\frac{\gamma_s-\gamma_i}{\gamma_f}.
$$

A deposit spreads if $S\ge0$. It forms an island with $\cos\theta=w$ if $-1<w<1$, and does not adhere if $w\le-1$. The angle was derived for an isotropic film surface. The example has $\gamma_A=1.2$, $\gamma_B=1.8$ and $\gamma_i=0.3$ J/m², with $S=-0.9$ J/m² for B on A and $+0.3$ J/m² for A on B. The layer height is $d=0.25$ nm.

### Replacing the cap by a crystal with facets

An epitaxial island can have facets, and then a smoothly varying contact angle may not exist. Take a box with a square base of side $L$ and height $h$. Its top facet has energy $\gamma_f$ and its side facets have energy $\gamma_{\rm side}$. The top and base together contribute $-SL^2$, as for the flat patch, and the four sides contribute $4\gamma_{\rm side}Lh$:

$$
F=-SL^2+4\gamma_{\rm side}Lh .
$$

At fixed volume $h=V/L^2$, so

$$
F(L)=-SL^2+\frac{4\gamma_{\rm side}V}{L},\qquad
\frac{dF}{dL}=-2SL-\frac{4\gamma_{\rm side}V}{L^2}.
$$

If $S\ge0$, the derivative is negative for every $L$. The box lowers its energy by becoming wider and flatter until it is one layer high. This includes the marginal case $S=0$, where spreading gains nothing on the faces but reduces the area of the sides.

If $S<0$, the derivative vanishes at

$$
L^3=\frac{2\gamma_{\rm side}V}{-S},\qquad
\frac hL=\frac{V}{L^3}=\frac{-S}{2\gamma_{\rm side}} .
$$

The second derivative, $-2S+8\gamma_{\rm side}V/L^3$, is positive, so this is a minimum. The sign of $S$ decides between layers and islands just as before. What changes is the description of the island: a ratio of height to width replaces the contact angle.

Two limits show that the ratio makes sense. As $S$ approaches zero from below, $h/L$ tends to zero and the island becomes flat. When adhesion disappears, $w=-1$ and $S=-2\gamma_f$. If all facets have the same energy, the ratio is then $h/L=1$. The crystal is a cube, the best box when the substrate offers it nothing.

For B on A, with $\gamma_{\rm side}=\gamma_B$, the ratio is $0.9/(2\times1.8)=0.25$. A volume of 1000 nm³ gives $L^3=4000$ nm³, hence $L=15.87$ nm and $h=3.97$ nm.

### How immediate are immediate islands?

The height 3.97 nm corresponds to about sixteen layers. A much smaller deposit would have a calculated height below one layer, which is impossible. The question is therefore when a second layer first becomes favourable.

Compare a one-layer square of side $L_1$ with a two-layer square of the same volume. The second has half the base area, so its side is $L_1/\sqrt2$. With $\gamma_{\rm side}$ assumed valid down to one layer, the two energies are

$$
\begin{aligned}
F_1&=-SL_1^2+4\gamma_{\rm side}L_1d,\\
F_2&=-S\frac{L_1^2}{2}+4\gamma_{\rm side}\frac{L_1}{\sqrt2}\,2d
=-\frac{SL_1^2}{2}+4\sqrt2\,\gamma_{\rm side}L_1d .
\end{aligned}
$$

Their difference is

$$
F_1-F_2=-\frac{SL_1^2}{2}-4(\sqrt2-1)\gamma_{\rm side}L_1d .
$$

For $S<0$ the first term is positive and favours stacking, because stacking uncovers substrate. The second is negative and favours one layer, because stacking creates more side area. Two layers win when

$$
L_1>\frac{8(\sqrt2-1)\gamma_{\rm side}d}{-S}.
$$

For B on A this width is 1.66 nm. If the atoms also have a lateral spacing of 0.25 nm, the patch contains about 44 atoms. "Immediate" therefore means that a second layer pays long before the first covers the substrate. It does not mean that the first few atoms must stand on top of one another.

As $S\to0^-$ the width grows without limit. A weakly nonwetting film can thus have wide one-layer patches that are still stable against forming a second layer. The formula compares energies. It does not say how quickly atoms climb from the first layer to the second.

### What the criterion means for bonds

The energies per area can be reduced to bonds in a simple model. Let film and substrate share a simple cubic lattice of spacing $a=d$, with bonds between nearest neighbours only. A bond has strength $\phi$ between film atoms, $\phi_s$ between substrate atoms and $\psi$ between a film atom and a substrate atom. Entropy is left out.

Cutting the film along a lattice plane breaks one bond per area $a^2$ and makes two surfaces. The substrate behaves in the same way, so

$$
\gamma_f=\frac{\phi}{2a^2},\qquad \gamma_s=\frac{\phi_s}{2a^2}.
$$

To make an interface, create one surface of each material and join them. Joining recovers $\psi$ per area $a^2$:

$$
\gamma_i=\gamma_f+\gamma_s-\frac{\psi}{a^2}=\frac{\phi+\phi_s-2\psi}{2a^2}.
$$

Insert the first form into the definition of $S$. The substrate energy cancels:

$$
S=\gamma_s-\gamma_f-\gamma_f-\gamma_s+\frac{\psi}{a^2}
=\frac{\psi}{a^2}-2\gamma_f=\frac{\psi-\phi}{a^2}.
$$

In this model a film starts in layers when its atoms bind to the substrate at least as strongly as to one another. The strength of the substrate's own bonds matters only through its relation to $\psi$.

Substituting $S=\gamma_f(w-1)$ and $\gamma_f=\phi/(2a^2)$ gives $\psi/\phi=(1+w)/2$. At $w=1$ the two bonds are equally strong. At $w=-1$ the bond to the substrate has vanished, in agreement with the loss of adhesion found for the cap.

The parameters of the example give these bonds:

$$
\begin{aligned}
\text{A–A: } &2\gamma_Aa^2=0.936\ \text{eV},\\
\text{B–B: } &2\gamma_Ba^2=1.404\ \text{eV},\\
\text{A–B: } &(\gamma_A+\gamma_B-\gamma_i)a^2=1.053\ \text{eV}.
\end{aligned}
$$

The mixed bond lies between the other two. An A atom binds more strongly to B than to A, so A spreads on B. A B atom binds more strongly to B than to A, so B gathers into islands. These bonds were obtained from the same three energies, so this is the asymmetry of the beginning restated in atomic terms within the model.

### Counting the bonds of an island

Consider a box of $n\times n\times m$ film atoms. Relative to bulk film, each top atom lacks half a bond, $\phi/2$, and so does each atomic site on the four sides. An atom at the base also lacks $\phi/2$, but its contact with the substrate gains the whole bond $\psi$. The bare substrate is the reference, so its missing bonds have already been counted. The energy is

$$
F=n^2\frac\phi2+4nm\frac\phi2+n^2\left(\frac\phi2-\psi\right)
=n^2(\phi-\psi)+2nm\phi .
$$

This is the earlier box formula with $L=na$ and $h=ma$. Counting bonds explicitly on a lattice for three boxes of 1024 atoms gives:

| Box | B on A | A on B |
|---|---:|---:|
| $32\times32\times1$ | 449.4 eV | −59.9 eV |
| $16\times16\times4$ | 269.6 eV | 89.9 eV |
| $8\times8\times16$ | 382.0 eV | 232.2 eV |

For B on A the box four layers high is the lowest of the three. Its ratio $4/16$ is the value 0.25 found from the continuous formula. The flat box has too much contact with the substrate, and the tall one has too much side area. For A on B the one-layer box is lowest: covering the substrate now lowers the energy, and this box also has the smallest side area of the three.

The comparison holds the substrate atoms fixed. Because A spreads on B, mobile A atoms taken from the bulk substrate would tend to cover a B island. In the same count, coating the $16\times16\times4$ box with one layer of A lowers its energy from 269.6 to 258.4 eV, and a $16\times8\times8$ block of B buried in A costs only 74.9 eV. The bare island is the lowest state only as long as the substrate does not rearrange.

The same count can be used near the predicted change at 44 atoms. Among complete rectangles containing 36 B atoms, the best one-layer shape has a lower energy than the best two-layer shape. For 72 atoms the order is reversed.

### Exchanging film and substrate

Write the two orders side by side, with the same interface energy:

$$
\begin{aligned}
S(\text{A on B})&=\gamma_B-\gamma_A-\gamma_i,\\
S(\text{B on A})&=\gamma_A-\gamma_B-\gamma_i .
\end{aligned}
$$

The surface energies cancel in the sum, which is $-2\gamma_i$. In the example it is $0.3-0.9=-0.6$ J/m². If $\gamma_i>0$, the two values of $S$ cannot both be zero or positive. At least one order has $S<0$, and for it a large enough deposit has its lowest energy as an island. How much this matters depends on the size of $-S$. With $\gamma_A=\gamma_B=\gamma_{\rm side}=1$ and $\gamma_i=0.005$ J/m², the second-layer width found above is about 166 nm, so a stack of closely similar materials can stay smooth in both orders. This matters for a stack in which A and B alternate: if A grows smoothly on B, the next layer of B meets the unfavourable order.

Both orders can also fail. Take a third material with $\gamma_C=1.3$ J/m² and keep $\gamma_i=0.3$ J/m². For A on C,

$$
S=1.3-1.2-0.3=-0.2\ \text{J/m}^2,\qquad
w=\frac{1.3-0.3}{1.2}=0.8333 .
$$

An isotropic film would form islands with a contact angle of 33.56°, although A has a lower surface energy than C. The difference of 0.1 J/m² does not pay for the interface. The condition for layers is $\gamma_s-\gamma_f\ge\gamma_i$, and $\gamma_f<\gamma_s$ alone is not sufficient when $\gamma_i>0$.

### Growth from a supersaturated vapour

So far the amount of deposit was fixed. During growth, atoms arrive from a vapour. Let $\Delta\mu$ be the chemical potential of an atom in the vapour minus that in bulk film. Moving an atom from the vapour into bulk film lowers the free energy by $\Delta\mu$.

A one-layer square patch of side $L$ contains $L^2/a^2$ atoms. Its free energy of formation is

$$
G(L)=-\left(S+\frac{\Delta\mu}{a^2}\right)L^2+4\gamma_{\rm side}aL .
$$

The edge term is positive. A large patch can lower its energy by growing only if the coefficient of $L^2$ is negative, which requires

$$
\Delta\mu>-Sa^2 .
$$

In the bond model the right-hand side is $\phi-\psi$. This is the binding energy lost per atom when a film neighbour below is replaced by a substrate atom.

For B on A the threshold is $1.404-1.053=0.351$ eV per atom. For an ideal vapour $\Delta\mu=k_BT\ln(p/p_{\rm eq})$, where $p_{\rm eq}$ is the pressure in equilibrium with bulk film. At 900 K, $k_BT=0.0776$ eV, so the threshold corresponds to $p/p_{\rm eq}=\exp(0.351/0.0776)\approx92$.

Between $\Delta\mu=0$ and this threshold, a one-layer patch of B cannot grow, however large it is. A sufficiently large three-dimensional island can, because its gain from the vapour rises as $V$ and its surface cost as $V^{2/3}$. In this regime the sign of $S$ decides which shapes can grow at all. It does not say that they form quickly. A box of $m$ layers has the barrier $4\gamma_{\rm side}^2m^2a^2/(S+m\Delta\mu/a^2)$, found in the same way as the one-layer barrier below. For B on A at the threshold the lowest value, at $m=2$, is 22.5 eV, about $290\,k_BT$ at 900 K, and it is higher at smaller $\Delta\mu$. With these parameters, nucleation on a perfect terrace is negligible throughout this regime.

Above the threshold, one-layer patches can grow as well, after passing a barrier. With $q=S+\Delta\mu/a^2>0$, setting $dG/dL=-2qL+4\gamma_{\rm side}a$ to zero gives the critical side $L=2\gamma_{\rm side}a/q$ and the barrier $G=4\gamma_{\rm side}^2a^2/q$. Just above the threshold this is not yet the easiest path. The one-layer barrier falls below the two-layer barrier only when $\Delta\mu>-1.5\,Sa^2$, and with these formulas the critical side falls below the second-layer width only when $\Delta\mu$ exceeds about 1.6 times the threshold. At such higher supersaturation a film with $S<0$ may begin with flat patches because of the growth conditions. Once a patch is wider than the second-layer width found above, it can still lower its energy by gathering into a taller island if its atoms become mobile enough.

For A on B the threshold is negative: $0.936-1.053=-0.117$ eV per atom. The first layer can be stable even when the vapour is too dilute to maintain bulk A.

### What happens after the first layer

Once a layer is complete, the next one grows on its own material. In the model this means $\gamma_s=\gamma_f$ and $\gamma_i=0$, so $S=0$. This is the marginal case, in which a box still spreads to reduce its sides. With energies independent of thickness, a film that starts in layers can therefore continue in layers.

A strained film breaks this assumption. Its elastic energy grows with the amount of strained material, and islands can relax part of it. A film with $S\ge0$ may thus wet the substrate first and roughen or form islands later. Young's balance contains neither the elastic energy nor the thickness, so it cannot give the thickness at which this happens.

The surroundings matter too. In chemical vapour deposition, adsorbed species can change $\gamma_s$ and $\gamma_f$, and the values to use are those under growth conditions. For A on B the margin is 0.3 J/m². If adsorption lowered the substrate energy by more than that and left the other two energies unchanged, $S$ would become negative and the predicted start would change from layers to islands.
